# Convex Hulls and Chemical-Potential Diagrams as Dual Pictures of Phase Stability: a program that tests the result

```python
"""Duality of the composition hull and the chemical-potential diagram.
Result under test: with omega_p(mu) = e_p - x_p.mu, lower-hull facets are the
vertices of K = {mu: omega_p(mu) >= 0 for all p}; the region of phase p is a
slice of K (built without p) at depth d below its top, and so grows with d.
x_p: atomic fractions, e_p: formation energy (eV/atom), mu: potentials (eV)
relative to the elements, d: hull energy without p minus e_p (eV/atom).
If x_p = sum_q lam_q x_q lies inside a facet, the small-d region has size
d^(n-1) / ((n-1)! |det x_q| prod lam_q) in the coordinates mu_i - mu_n.
"""
from itertools import combinations
from math import factorial
import numpy as np
from scipy.optimize import linprog
from scipy.spatial import ConvexHull

TOL = 1e-8


def vertices(X, e, phase=None):
    """Enumerate vertices of K, or only those on the region of one phase."""
    n = X.shape[1]
    found = []
    for subset in combinations(range(len(e)), n):
        if phase is not None and phase not in subset:
            continue
        rows = list(subset)
        if abs(np.linalg.det(X[rows])) < 1e-10:
            continue
        mu = np.linalg.solve(X[rows], e[rows])
        if np.all(e - X @ mu >= -TOL):
            if not any(np.allclose(mu, v, atol=TOL, rtol=0) for v in found):
                found.append(mu)
    return np.array(found).reshape(-1, n)


def differences(points):
    return points[:, :-1] - points[:, -1:]


def region_size(points):
    flat = differences(points)
    if flat.shape[1] == 1:
        return float(np.ptp(flat))
    return ConvexHull(flat).volume


def hull_energy(X, e, x):
    """Lowest energy of a phase mixture with overall composition x."""
    res = linprog(e, A_eq=X.T, b_eq=x, bounds=(0, None), method="highs")
    assert res.status == 0
    return res.fun, res.x


def depth(X, e, p):
    others = [q for q in range(len(e)) if q != p]
    energy, weights = hull_energy(X[others], e[others], X[p])
    support = [q for q, w in zip(others, weights) if w > 1e-7]
    lam = np.array([w for w in weights if w > 1e-7])
    return energy - e[p], support, lam


def simplex_size(X, d, support, lam):
    n = X.shape[1]
    det = abs(np.linalg.det(X[support]))
    return d**(n - 1) / (factorial(n - 1) * det * np.prod(lam))


names = ["A", "B", "C", "AC", "BC2", "ABC3", "AB2C2"]
atoms = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1], [1, 0, 1],
                  [0, 1, 2], [1, 1, 3], [1, 2, 2]], float)
X = atoms / atoms.sum(axis=1, keepdims=True)
e = np.array([0, 0, 0, -1.00, -0.90, -1.00, -0.72])
T, HOST = names.index("ABC3"), names.index("AB2C2")
print("Formation energies (eV/atom):")
for name, energy in zip(names[3:], e[3:]):
    print(f"  {name}: {energy:.2f}")

# Geometric hull facets against enumerated vertices of K
hull = ConvexHull(np.column_stack([X[:, :2], e]))
facets = {}
for simplex, eq in zip(hull.simplices, hull.equations):
    if eq[2] < -1e-7:
        corners = np.array([[1, 0], [0, 1], [0, 0]])
        heights = -(corners @ eq[:2] + eq[3]) / eq[2]
        facets[frozenset(int(i) for i in simplex)] = heights
K = vertices(X, e)
dual = {frozenset(int(i) for i in np.where(e - X @ m < 1e-7)[0]): m
        for m in K}
assert set(facets) == set(dual)
for key in facets:
    assert np.allclose(facets[key], dual[key], atol=1e-7)
print("Hull facet -> vertex (mu_A, mu_B, mu_C) in eV:")
for key in sorted(facets, key=sorted):
    label = " + ".join(names[i] for i in sorted(key))
    values = ", ".join(f"{v + 0.0:.4f}" for v in np.round(facets[key], 9))
    print(f"  {label}: {values}")

# Tie lines against edges; phases on the hull against regions
hull_edges = {frozenset(pair) for f in facets for pair in combinations(f, 2)}
hull_phases = {frozenset([i]) for f in facets for i in f}


def has_open_face(active):
    rest = [i for i in range(len(e)) if i not in active]
    A_ub = np.column_stack([X[rest], np.ones(len(rest))])
    A_eq = np.column_stack([X[active], np.zeros(len(active))])
    res = linprog([0, 0, 0, -1], A_ub=A_ub, b_ub=e[rest], A_eq=A_eq,
                  b_eq=e[active], bounds=[(None, None)] * 3 + [(None, 1)],
                  method="highs")
    assert res.status == 0
    return -res.fun > 1e-6


dual_edges = {frozenset(c) for c in combinations(range(len(e)), 2)
              if has_open_face(list(c))}
dual_phases = {frozenset([i]) for i in range(len(e)) if has_open_face([i])}
assert hull_edges == dual_edges and hull_phases == dual_phases
print(f"Facets = vertices: {len(facets)}; tie lines = edges: "
      f"{len(hull_edges)}; phases = regions: {len(hull_phases)}")

# Mixture energy equals the highest supporting plane
rng = np.random.default_rng(4)
for x in rng.dirichlet(np.ones(3), 40):
    assert abs(hull_energy(X, e, x)[0] - np.max(K @ x)) < 1e-7

# Depth equals the largest driving force allowed by the other phases
print("Hull depths (eV/atom):")
for p in range(3, len(e)):
    d, _, _ = depth(X, e, p)
    others = [q for q in range(len(e)) if q != p]
    K_without = vertices(X[others], e[others])
    assert abs(d - np.max(K_without @ X[p] - e[p])) < 1e-7
    print(f"  {names[p]}: {d:.4f}")

# Bounded and unbounded regions
ac = names.index("AC")
far = vertices(X, e, ac)[0] - np.array([0, 1000.0, 0])
assert np.all(e - X @ far >= -TOL) and abs(e[ac] - X[ac] @ far) < TOL
host = vertices(X, e, HOST)
assert np.all(host >= e[HOST] / X[HOST] - TOL) and np.all(host <= TOL)

# Host phase inside a facet of the other phases
d0, support, lam = depth(X, e, HOST)
top = np.linalg.solve(X[support], e[support])
top_text = ", ".join(f"{v + 0.0:.4f}" for v in np.round(top, 9))
print(f"AB2C2 old vertex mu* (eV): {top_text}")
host_omega = e[support] - host @ X[support].T
assert np.allclose(host_omega @ lam, d0, atol=1e-7)
assert np.allclose(host_omega.max(axis=0), d0 / lam, atol=1e-7)
for q, weight, largest in zip(support, lam, host_omega.max(axis=0)):
    print(f"  competitor {names[q]}: lambda = {weight:.3f}, "
          f"largest omega = {largest:.4f} eV/atom")
print(f"  |det x_q| = {abs(np.linalg.det(X[support])):.4f}")
limits = []
for r in range(len(e)):
    if r in support or r == HOST:
        continue
    coefficients = np.linalg.solve(X[support].T, X[r])
    gap = e[r] - X[r] @ top
    for a, weight in zip(coefficients, lam):
        if a < -1e-10:
            limits.append((weight * gap / -a, names[r]))
d_c, cutter = min(limits)
print(f"  simplex limit d_c = {d_c:.4f} eV/atom, set by {cutter}")


def host_at(d):
    energies = e.copy()
    energies[HOST] = e[HOST] + d0 - d
    return energies, vertices(X, energies, HOST)


assert len(host_at(0.99 * d_c)[1]) == 3
assert len(host_at(1.01 * d_c)[1]) == 4
assert len(host_at(-0.02)[1]) == 0

print("AB2C2: depth (eV/atom), area (eV^2), d^2 law (eV^2), mu_A range (eV)")
widths, previous = [], None
for d in np.arange(1, 11) * 0.01:
    energies, points = host_at(d)
    assert abs(depth(X, energies, HOST)[0] - d) < 1e-7
    area, law = region_size(points), simplex_size(X, d, support, lam)
    if d < d_c - 1e-6:
        assert abs(area / law - 1) < 1e-5
    elif d > d_c + 1e-6:
        assert area < law * (1 - 1e-4)
    if previous is not None:
        planes = ConvexHull(differences(points)).equations
        inside = differences(previous) @ planes[:, :2].T + planes[:, 2]
        assert np.all(inside < 1e-7)
    previous = points
    widths.append(np.ptp(points[:, 0]))
    if round(100 * d) in (1, 2, 3, 5, 7, 10):
        print(f"  {d:.2f}: {area:.5f}, {law:.5f}, {widths[-1]:.4f}")
assert np.all(np.diff(widths) > -1e-7)
assert np.all(np.diff(widths, 2) < 1e-7)

# Phase on a tie line: the area starts linearly in depth
d_T, tie, _ = depth(X, e, T)
assert len(tie) == 2
areas = []
for d in (0.002, 0.001):
    energies = e.copy()
    energies[T] = e[T] + d_T - d
    areas.append(region_size(vertices(X, energies, T)))
    print(f"ABC3 at depth {d:.3f} eV/atom: area = {areas[-1]:.5f} eV^2")
assert abs(areas[0] / areas[1] - 2) < 0.05
print(f"ABC3 area ratio on doubling depth: {areas[0] / areas[1]:.4f}")

# A deeper phase can have a smaller region
energies, points = host_at(0.07)
deep_host, deep_T = depth(X, energies, HOST)[0], depth(X, energies, T)[0]
area_host = region_size(points)
area_T = region_size(vertices(X, energies, T))
assert deep_host > deep_T and area_host < area_T
print(f"Same diagram, AB2C2 energy = {energies[HOST]:.2f} eV/atom:")
print(f"  AB2C2: depth {deep_host:.4f} eV/atom, area {area_host:.4f} eV^2")
print(f"  ABC3: depth {deep_T:.4f} eV/atom, area {area_T:.4f} eV^2")

# The simplex size formula in two and four components
models = [
    (np.array([[.5, .5]]), -0.4, np.array([.25, .75]), 0.05),
    (np.array([[.4, .2, .2, .2]]), -0.5,
     np.array([.12, .26, .31, .31]), 0.10),
]
for compound, energy, candidate, d in models:
    n = len(candidate)
    Y = np.vstack([np.eye(n), compound])
    f = np.append(np.zeros(n), energy)
    base, _ = hull_energy(Y, f, candidate)
    Y, f = np.vstack([Y, candidate]), np.append(f, base - d)
    found, sup, weights = depth(Y, f, n + 1)
    measured = region_size(vertices(Y, f, n + 1))
    predicted = simplex_size(Y, found, sup, weights)
    assert len(sup) == n and abs(measured / predicted - 1) < 1e-6
    print(f"{n} components, d = {d:.2f} eV/atom: size = {measured:.5f}, "
          f"formula = {predicted:.5f} eV^{n - 1}")

print("all assertions hold")
```

Running it gives:

```
Formation energies (eV/atom):
  AC: -1.00
  BC2: -0.90
  ABC3: -1.00
  AB2C2: -0.72
Hull facet -> vertex (mu_A, mu_B, mu_C) in eV:
  A + B + AC: 0.0000, 0.0000, -2.0000
  B + AC + AB2C2: -0.4000, 0.0000, -1.6000
  B + BC2 + ABC3: -0.9500, 0.0000, -1.3500
  B + ABC3 + AB2C2: -0.8000, 0.0000, -1.4000
  C + AC + ABC3: -2.0000, -3.0000, 0.0000
  C + BC2 + ABC3: -2.3000, -2.7000, 0.0000
  AC + ABC3 + AB2C2: -0.5333, -0.0667, -1.4667
Facets = vertices: 7; tie lines = edges: 13; phases = regions: 7
Hull depths (eV/atom):
  AC: 1.0000
  BC2: 0.9000
  ABC3: 0.0600
  AB2C2: 0.0200
AB2C2 old vertex mu* (eV): -0.5000, 0.0000, -1.5000
  competitor B: lambda = 0.300, largest omega = 0.0667 eV/atom
  competitor AC: lambda = 0.200, largest omega = 0.1000 eV/atom
  competitor ABC3: lambda = 0.500, largest omega = 0.0400 eV/atom
  |det x_q| = 0.2000
  simplex limit d_c = 0.0300 eV/atom, set by BC2
AB2C2: depth (eV/atom), area (eV^2), d^2 law (eV^2), mu_A range (eV)
  0.01: 0.00833, 0.00833, 0.2000
  0.02: 0.03333, 0.03333, 0.4000
  0.03: 0.07500, 0.07500, 0.6000
  0.05: 0.19167, 0.20833, 0.8000
  0.07: 0.34167, 0.40833, 1.0000
  0.10: 0.62917, 0.83333, 1.3000
ABC3 at depth 0.002 eV/atom: area = 0.06358 eV^2
ABC3 at depth 0.001 eV/atom: area = 0.03173 eV^2
ABC3 area ratio on doubling depth: 2.0039
Same diagram, AB2C2 energy = -0.77 eV/atom:
  AB2C2: depth 0.0700 eV/atom, area 0.3417 eV^2
  ABC3: depth 0.0600 eV/atom, area 2.0000 eV^2
2 components, d = 0.05 eV/atom: size = 0.40000, formula = 0.40000 eV^1
4 components, d = 0.10 eV/atom: size = 0.11111, formula = 0.11111 eV^3
all assertions hold
```
